# Slow convergence of the normal-dipole field sum on a square lattice: test program

```python
"""
Result under test: for equal dipoles p normal to a square lattice of spacing a,
the field at a site is -(p/a^3) S, S = sum' (m^2+n^2)^(-3/2), and cutting the
sum at radius R omits a field of magnitude 2 pi p/(a^2 R) to leading order
(4 pi eps0 = 1), that is p/(2 eps0 a^2 R) in SI.
Lengths in the lattice sums are in units of a; rho = R/a.
"""
import numpy as np
import mpmath as mp
from scipy.constants import c, e, epsilon_0, k as k_B, physical_constants

pi = np.pi

# ---------- lattice shells: number of sites with m^2+n^2 = k ----------
M = 800
axis = np.arange(-M, M + 1)
square_r = (axis[:, None]**2 + axis[None, :]**2).ravel()
shell = np.bincount(square_r[square_r <= M * M], minlength=M * M + 1)
k = np.arange(M * M + 1)
inv_r3 = np.zeros(M * M + 1)
inv_r3[1:] = k[1:].astype(float)**-1.5
partial = np.cumsum(shell * inv_r3)
count = np.cumsum(shell)                      # includes the origin


def inside(table, rho):
    """Cumulative table evaluated for all sites with r <= rho."""
    return table[np.floor(np.asarray(rho, float)**2 + 1e-9).astype(int)]


def rms(values):
    return float(np.sqrt(np.mean(np.asarray(values)**2)))


# ---------- infinite sum by a rapidly convergent integral ----------
mp.mp.dps = 25


def theta(t):
    return 1 + 2 * sum(mp.exp(-mp.pi * n * n * t) for n in range(1, 8))


integral = mp.quad(lambda t: (mp.sqrt(t) + t**mp.mpf(-1.5))
                   * (theta(t)**2 - 1), [1, 2, 4, 8, 16])
S = float(2 * mp.pi * (mp.mpf(4) / 3 + integral))
s = mp.mpf(3) / 2
beta_function = (mp.zeta(s, mp.mpf(1) / 4)
                 - mp.zeta(s, mp.mpf(3) / 4)) / mp.mpf(4)**s
assert abs(S - float(4 * mp.zeta(s) * beta_function)) < 1e-12

# ---------- leading tail, rigorous bound, size of the remainder ----------
rho = np.linspace(2, 790, 40001)
remainder = S - inside(partial, rho) - 2 * pi / rho
bound = 5 * pi / (np.sqrt(2) * rho**2) + pi / rho**3
assert np.all(np.abs(remainder) <= bound)

near, far = np.linspace(20, 40, 8001), np.linspace(160, 320, 32001)


def remainder_simple(x):
    return S - inside(partial, x) - 2 * pi / x


def remainder_counted(x):
    return S - inside(partial, x) - (3 * pi / x - inside(count, x) / x**3)


decay_simple = np.log(rms(remainder_simple(near))
                      / rms(remainder_simple(far))) / np.log(8)
decay_counted = np.log(rms(remainder_counted(near))
                       / rms(remainder_counted(far))) / np.log(8)
# finite windows of an oscillating remainder leave some scatter in exponents
assert abs(decay_simple - 2.5) < 0.2
assert abs(decay_counted - 3.5) < 0.2

# ---------- cause: no mean dipole density, no 1/R tail ----------
alternating = np.cumsum(shell * inv_r3 * np.where(k % 2 == 0, 1, -1))
S_alternating = S * (1 / np.sqrt(2) - 1)
missing_alt = S_alternating - inside(alternating, far)
assert rms(missing_alt * far / (2 * pi)) < 0.01

# ---------- another cut: square of half-side L ----------
m = np.arange(-50, 51)
r2 = (m[:, None]**2 + m[None, :]**2).ravel().astype(float)
L = 50.5
square_tail = S - np.sum(r2[r2 > 0]**-1.5)
square_coefficient = square_tail * L
assert abs(square_coefficient / (4 * np.sqrt(2)) - 1) < 1e-3

# ---------- cost of a given relative error ----------
cost = {}
gap = S - partial[1:-1]
tail_start = 2 * pi / np.sqrt(k[1:-1])
tail_end = 2 * pi / np.sqrt(k[2:])
worst = np.maximum(np.abs(gap - tail_start), np.abs(gap - tail_end))
for eps in (1e-2, 1e-3):
    k_plain = int(np.argmax(S - partial <= eps * S))
    k_fixed = int(k[1:-1][worst > eps * S][-1]) + 1
    rho_law = 2 * pi / (S * eps)
    sites_law = 4 * pi**3 / (S * eps)**2
    assert abs(np.sqrt(k_plain) / rho_law - 1) < 0.02
    assert abs((count[k_plain] - 1) / sites_law - 1) < 0.04
    cost[eps] = (np.sqrt(k_plain), count[k_plain] - 1,
                 np.sqrt(k_fixed), count[k_fixed] - 1, rho_law, sites_law)


# ---------- fields of explicit charges (q, x, z), by differences ----------
def potential(charges, x, z):
    return sum(q / np.hypot(x - x0, z - z0) for q, x0, z0 in charges)


def field_z(charges, x, z, step=1e-3):
    return -(potential(charges, x, z + step)
             - potential(charges, x, z - step)) / (2 * step)


def unit_dipole(length, height=0.0):
    return [(1 / length, 0.0, height + length / 2),
            (-1 / length, 0.0, height - length / 2)]


assert abs(field_z(unit_dipole(0.002), 1.3, 0) * 1.3**3 + 1) < 1e-5
assert abs(field_z(unit_dipole(0.2), 1.3, 0)
           * (1.3**2 + 0.1**2)**1.5 + 1) < 1e-5

# ---------- example parameters ----------
a_nm, p_debye = 0.5, 1.0
kappa, height_nm = 3.0, 0.2
alpha_nm3, length_nm = 0.0015, 0.1
occupancy, temperature = 0.9, 300.0
a = a_nm * 1e-9
p = p_debye * 1e-21 / c
MV_cm = 1e8
unit_field = p / (4 * pi * epsilon_0 * a**3) / MV_cm
E_full = unit_field * S

# ---------- neglected: dielectric substrate ----------
image = (kappa - 1) / (kappa + 1)
h = height_nm / a_nm
real = unit_dipole(0.01, h)
above = real + [(-image * q, x0, -z0) for q, x0, z0 in real]
below = [(2 / (kappa + 1) * q, x0, z0) for q, x0, z0 in real]
assert abs(potential(above, 1.3, 0) / potential(below, 1.3, 0) - 1) < 1e-9
assert abs(kappa * field_z(below, 1.3, 0) / field_z(above, 1.3, 0) - 1) < 1e-5
tail_factor = 1 + image
assert abs(-field_z(above, 40.0, h) * 40.0**3 / tail_factor - 1) < 2e-3
Z = 2 * h
dist2 = k + Z**2
image_layer = np.sum(shell * (3 * Z**2 * dist2**-2.5 - dist2**-1.5)) - 2*pi/M
G = 2 * pi * np.sqrt(k[1:400])
assert abs(image_layer - 2*pi*np.sum(shell[1:400]*G*np.exp(-G*Z))) < 1e-5
substrate_change = -image * image_layer / S

# ---------- neglected: polarizability ----------
x_pol = alpha_nm3 / a_nm**3
g = np.arange(-20, 21)
gx, gy = np.meshgrid(g, g)
keep = gx**2 + gy**2 <= 400
px, py = gx[keep].astype(float), gy[keep].astype(float)
d2 = (px[:, None] - px)**2 + (py[:, None] - py)**2
np.fill_diagonal(d2, np.inf)
solved = np.linalg.solve(np.eye(px.size) + x_pol * d2**-1.5, np.ones(px.size))
centre = solved[np.argmin(px**2 + py**2)]
assert abs(centre - 1 / (1 + x_pol * (S - 2 * pi / 20))) < 5e-4
polar_factor = 1 / (1 + x_pol * S)

# ---------- neglected: finite dipole length ----------
half = length_nm / (2 * a_nm)
length_change = np.sum(shell[1:] * ((k[1:] + half**2)**-1.5 - inv_r3[1:])) / S

# ---------- neglected: empty sites ----------
S6 = np.sum(shell * inv_r3**2)
spread = np.sqrt(occupancy * (1 - occupancy) * S6)
r_near = np.sqrt(px**2 + py**2)
weights = r_near[(r_near > 0) & (r_near <= 12)]**-3
rng = np.random.default_rng(7)
samples = (rng.random((10000, weights.size)) < occupancy) @ weights
assert abs(samples.mean() / (occupancy * weights.sum()) - 1) < 0.005
assert abs(samples.std() / spread - 1) < 0.04    # sampling noise near 1%

# ---------- neglected: thermal disorder ----------
energy_eV = p * E_full * MV_cm / e
thermal_eV = k_B * temperature / e

# ---------- output ----------
au_field = physical_constants["atomic unit of electric field"][0]
print(f"lattice sum S = {S:.8f}")
print(f"theta integral = {float(integral):.8f}")
print(f"spacing a = {a_nm} nm, dipole p = {p_debye} D = {p:.5e} C m")
print(f"p/(4 pi eps0 a^3) = {unit_field:.4f} MV/cm")
print(f"converged |E| = {E_full:.4f} MV/cm"
      f" = {E_full * MV_cm / au_field:.6f} a.u.")
print("R(nm)  sites  |E_R|  missing  tail law  |E_R|+tail (MV/cm)")
for R_nm in (2.5, 5, 10, 25, 50, 100):
    ratio = R_nm / a_nm
    E_cut = unit_field * inside(partial, ratio)
    missing = E_full - E_cut
    tail = p / (2 * epsilon_0 * a**2 * R_nm * 1e-9) / MV_cm
    if ratio >= 20:
        assert abs(missing / tail - 1) < 0.02
    print(f"{R_nm:5.1f} {inside(count, ratio) - 1:7d} {E_cut:8.4f}"
          f" {missing:8.4f} {tail:8.4f} {E_cut + tail:9.4f}")
print(f"rms remainder decay exponent, tail 2pi/rho: {decay_simple:.2f}")
print(f"same, tail 3pi/rho - N/rho^3: {decay_counted:.2f}")
for eps, v in cost.items():
    print(f"error {100*eps:.1f}%: law R = {v[4]*a_nm:.2f} nm,"
          f" sites = {v[5]:.0f}")
    print(f"  plain sum: R = {v[0]*a_nm:.2f} nm, sites = {v[1]}")
    print(f"  tail added: R = {v[2]*a_nm:.2f} nm, sites = {v[3]}")
print(f"checkerboard sum = {S_alternating:.6f}")
print("rms missing field, R = 80 to 160 nm:")
print(f"  parallel: {unit_field*rms(S-inside(partial, far)):.3e} MV/cm")
print(f"  checkerboard: {unit_field*rms(missing_alt):.3e} MV/cm")
print(f"square cut, L = {L} a: tail*L = {square_coefficient:.5f},"
      f" 4 sqrt2 = {4*np.sqrt(2):.5f}")
print("Neglected effects:")
print(f"substrate kappa = {kappa}, height = {height_nm} nm,"
      f" beta = {image:.3f}")
print(f"  far tail factor = {tail_factor:.3f}")
print(f"  change of converged |E| = {100*substrate_change:.2f} %")
print(f"polarizability volume = {alpha_nm3} nm^3:"
      f" dipole factor = {polar_factor:.4f}")
print(f"dipole length = {length_nm} nm:"
      f" change of |E| = {100*length_change:.2f} %")
print(f"occupancy = {occupancy}:"
      f" mean |E| = {occupancy*E_full:.3f} MV/cm")
print(f"  site-to-site rms spread = {unit_field*spread:.3f} MV/cm")
print(f"p|E| = {energy_eV:.4f} eV, reversal releases {2*energy_eV:.4f} eV")
print(f"kT at {temperature:.0f} K = {thermal_eV:.4f} eV")
print("every check passed")
```

Output:

```
lattice sum S = 9.03362168
theta integral = 0.10441221
spacing a = 0.5 nm, dipole p = 1.0 D = 3.33564e-30 C m
p/(4 pi eps0 a^3) = 2.3983 MV/cm
converged |E| = 21.6657 MV/cm = 0.004213 a.u.
R(nm)  sites  |E_R|  missing  tail law  |E_R|+tail (MV/cm)
  2.5      80  18.6898   2.9759   3.0138   21.7036
  5.0     316  20.1649   1.5008   1.5069   21.6718
 10.0    1256  20.9123   0.7534   0.7535   21.6658
 25.0    7844  21.3641   0.3016   0.3014   21.6655
 50.0   31416  21.5150   0.1507   0.1507   21.6657
100.0  125628  21.5903   0.0754   0.0753   21.6657
rms remainder decay exponent, tail 2pi/rho: 2.49
same, tail 3pi/rho - N/rho^3: 3.49
error 1.0%: law R = 34.78 nm, sites = 15198
  plain sum: R = 34.76 nm, sites = 15200
  tail added: R = 1.66 nm, sites = 36
error 0.1%: law R = 347.77 nm, sites = 1519798
  plain sum: R = 347.76 nm, sites = 1519800
  tail added: R = 5.00 nm, sites = 316
checkerboard sum = -2.645887
rms missing field, R = 80 to 160 nm:
  parallel: 6.660e-02 MV/cm
  checkerboard: 7.728e-06 MV/cm
square cut, L = 50.5 a: tail*L = 5.65662, 4 sqrt2 = 5.65685
Neglected effects:
substrate kappa = 3.0, height = 0.2 nm, beta = 0.500
  far tail factor = 1.500
  change of converged |E| = -6.88 %
polarizability volume = 0.0015 nm^3: dipole factor = 0.9022
dipole length = 0.1 nm: change of |E| = -0.84 %
occupancy = 0.9: mean |E| = 19.499 MV/cm
  site-to-site rms spread = 1.553 MV/cm
p|E| = 0.0451 eV, reversal releases 0.0902 eV
kT at 300 K = 0.0259 eV
every check passed
```
